# Recurrences for real regular solid harmonics in Cartesian form: a numerical check

```python
# Result under test: real regular solid harmonics S(l,m) follow from S(0,0)=1 by
#   diagonal step: S(l+1,l+1)  = f [x S(l,l) - y S(l,-l)],
#                  S(l+1,-l-1) = f [y S(l,l) + x S(l,-l)],
#                  f = sqrt((2l+1)/(2l+2)) for l>0, f = 1 for l=0 (no S(l,-l) term),
#   vertical step: sqrt((l+1)^2-m^2) S(l+1,m)
#                  = (2l+1) z S(l,m) - sqrt(l^2-m^2) r^2 S(l-1,m).
# l is the degree, m the order; m>=0 goes with Re (x+iy)^m, m<0 with Im (x+iy)^|m|.
# The average of S(l,m)^2 over the unit sphere is 1/(2l+1). Lengths are in bohr.
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import lpmv, gamma
from pyscf import gto

LMAX = 5


def solid_harmonics(x, y, z, lmax, sqrt, tidy=lambda v: v, r2=None):
    """All S(l,m) up to lmax by the two recurrences, for numbers or symbols."""
    if r2 is None:
        r2 = tidy(x*x + y*y + z*z)
    S = {(0, 0): x*0 + 1}
    for l in range(lmax):
        factor = sqrt(2*l + 1)/sqrt(2*l + 2) if l else 1
        cos_like = S[l, l]
        sin_like = S[l, -l] if l else 0
        S[l+1, l+1] = tidy(factor*(x*cos_like - y*sin_like))
        S[l+1, -l-1] = tidy(factor*(y*cos_like + x*sin_like))
        for m in range(-l, l + 1):
            value = (2*l + 1)*z*S[l, m]
            if abs(m) < l:
                value = value - sqrt(l*l - m*m)*r2*S[l-1, m]
            S[l+1, m] = tidy(value/sqrt((l + 1)**2 - m*m))
    return S


X, Y, Z = sp.symbols("x y z", real=True)
R2 = sp.Symbol("r2", positive=True)


def laplacian(f):
    return sum(sp.diff(f, v, 2) for v in (X, Y, Z))


def largest_coefficient(f):
    poly = sp.Poly(sp.expand(f), X, Y, Z)
    return max(abs(float(c)) for c in poly.coeffs())


# Symbolic polynomials: harmonic, homogeneous, and lowered by d/dz as claimed
poly = solid_harmonics(X, Y, Z, LMAX, sp.sqrt, sp.expand)
for (l, m), f in poly.items():
    assert largest_coefficient(laplacian(f)) < 1e-11
    assert all(sum(p) == l for p in sp.Poly(f, X, Y, Z).monoms())
    lowered = sp.sqrt(l*l - m*m)*poly[l-1, m] if abs(m) < l else 0
    assert largest_coefficient(sp.diff(f, Z) - lowered) < 1e-11

# Uniqueness of the harmonic polynomial for given l, m and its coefficient rule
rng = np.random.default_rng(1)
samples = rng.uniform(-1, 1, (3, 40))
A, B = sp.Integer(1), sp.Integer(0)
for m in range(LMAX + 1):
    for l in range(m, LMAX + 1):
        count = (l - m)//2 + 1
        terms = [[sp.expand(part*(X**2 + Y**2)**k*Z**(l-m-2*k))
                  for k in range(count)] for part in (A, B)]
        columns = [sp.lambdify((X, Y, Z), laplacian(t))(*samples)
                   + np.zeros(40) for t in terms[0]]
        assert np.linalg.matrix_rank(np.array(columns)) == count - 1
        q = [sp.Integer(1)]
        for k in range(count - 1):
            q.append(-q[k]*sp.Rational((l-m-2*k)*(l-m-2*k-1),
                                       4*(k+1)*(k+1+m)))
        scale = sp.Poly(poly[l, m], X, Y, Z).coeff_monomial(X**m*Z**(l-m))
        assert float(scale) > 0
        for sign, family in ((1, terms[0]), (-1, terms[1])):
            if m == 0 and sign == -1:
                continue
            direct = sum(c*t for c, t in zip(q, family))
            assert largest_coefficient(poly[l, sign*m] - scale*direct) < 1e-11
    A, B = sp.expand(X*A - Y*B), sp.expand(Y*A + X*B)

# Unit-sphere quadrature and an angular definition by Legendre functions
nodes, weights = np.polynomial.legendre.leggauss(14)
angles = 2*np.pi*np.arange(28)/28
zs, phis = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
ws = np.repeat(weights/2, 28)/28
xs, ys = np.sqrt(1 - zs**2)*np.cos(phis), np.sqrt(1 - zs**2)*np.sin(phis)


def angular_definition(l, m):
    k = abs(m)
    norm = math.sqrt((2 if k else 1)*math.factorial(l-k)/math.factorial(l+k))
    trig = np.cos(k*phis) if m >= 0 else np.sin(k*phis)
    return norm*(-1)**k*lpmv(k, l, zs)*trig


sphere = solid_harmonics(xs, ys, zs, LMAX, math.sqrt)
reference = {lm: angular_definition(*lm) for lm in sphere}
for lm in sphere:
    assert np.max(np.abs(sphere[lm] - reference[lm])) < 1e-11
table = np.array([sphere[lm] for lm in sphere])
gram = (table*ws) @ table.T
expected = np.diag([1/(2*l + 1) for l, m in sphere])
gram_error = np.max(np.abs(gram - expected))
assert gram_error < 1e-12

# Both coefficients of z S(l,m) by projection of the angular functions
for l in range(LMAX):
    for m in range(-l, l + 1):
        product = ws*zs*reference[l, m]
        up = (2*l + 3)*np.sum(product*reference[l+1, m])
        assert abs(up - math.sqrt((l+1)**2 - m*m)/(2*l + 1)) < 1e-12
        if abs(m) < l:
            down = (2*l - 1)*np.sum(product*reference[l-1, m])
            assert abs(down - math.sqrt(l*l - m*m)/(2*l + 1)) < 1e-12

# Worked point
point = np.array([1.0, 2.0, 2.0])
px, py, pz = point
r2 = float(point @ point)
S = solid_harmonics(px, py, pz, LMAX, math.sqrt)

# Diagonal prefactors from the integral of (1-z^2)^m over 0<z<1
integrals = [quad(lambda t, m=m: (1 - t*t)**m, 0, 1)[0] for m in range(LMAX+1)]
prefactors = [1.0] + [math.sqrt(2/((2*m + 1)*integrals[m]))
                      for m in range(1, LMAX + 1)]
for m in range(1, LMAX + 1):
    assert abs(integrals[m] - 2*m/(2*m + 1)*integrals[m-1]) < 1e-12
    direct = prefactors[m]*complex(px, py)**m
    assert abs(direct - complex(S[m, m], S[m, -m])) < 1e-10*abs(direct)

# Sum over m at fixed l
sums = [sum(S[l, m]**2 for m in range(-l, l + 1)) for l in range(LMAX + 1)]
for l in range(LMAX + 1):
    assert abs(sums[l]/r2**l - 1) < 1e-12

# Normalized solid-harmonic Gaussians: Cartesian quadrature and PySCF values
alpha = 0.2


def gaussian_norm(l):
    inverse_square = (2*math.pi*gamma(l + 1.5)
                      / ((2*l + 1)*(2*alpha)**(l + 1.5)))
    return 1/math.sqrt(inverse_square)


t, wt = np.polynomial.hermite.hermgauss(10)
t, wt = t/math.sqrt(2*alpha), wt/math.sqrt(2*alpha)
gx, gy, gz = [g.ravel() for g in np.meshgrid(t, t, t, indexing="ij")]
gw = np.einsum("i,j,k->ijk", wt, wt, wt).ravel()
grid_values = solid_harmonics(gx, gy, gz, LMAX, math.sqrt)
for (l, m), f in grid_values.items():
    assert abs(gaussian_norm(l)**2*np.sum(gw*f*f) - 1) < 1e-10

# The hydrogen label only supplies a centre for the basis functions
mol = gto.M(atom="H 0 0 0", unit="Bohr", spin=1, verbose=0,
            basis={"H": [[l, [alpha, 1.0]] for l in range(5)]})
library = mol.eval_gto("GTOval_sph", point.reshape(1, 3))[0]
order = [(l, m) for l in range(5)
         for m in ([1, -1, 0] if l == 1 else range(-l, l + 1))]
ours = np.array([gaussian_norm(l)*S[l, m]*math.exp(-alpha*r2)
                 for l, m in order])
library_error = np.max(np.abs(library - ours))
assert library_error < 1e-9

# Why r^2 S(l-1,m) is subtracted, and why the first diagonal factor is special
at_point = {X: 1, Y: 2, Z: 2}
lap_z = float(laplacian(Z*poly[2, 1]).subs(at_point))
lap_r = float(laplacian((X**2 + Y**2 + Z**2)*poly[1, 1]).subs(at_point))
b_21 = math.sqrt(3)/5
assert abs(lap_z) > 1 and abs(lap_z - b_21*lap_r) < 1e-12
right_norm = np.sum(ws*sphere[1, 1]**2)
wrong_norm = np.sum(ws*(math.sqrt(1/2)*xs)**2)
assert abs(right_norm - 1/3) < 1e-12 and abs(wrong_norm - 1/6) < 1e-12

print(f"point x, y, z = {px:.1f}, {py:.1f}, {pz:.1f} bohr")
print(f"r^2 = {r2:.1f} bohr^2")
print("polynomials (r2 means r^2) and values at the point:")
shown = solid_harmonics(X, Y, Z, 3, sp.sqrt, sp.expand, r2=R2)
for l in range(1, 4):
    for m in range(-l, l + 1):
        print(f"S({l},{m}) = {shown[l, m]}")
        print(f"   value {S[l, m]:.6f} bohr^{l}")
bracket = px*S[2, 2] - py*S[2, -2]
print(f"diagonal to S(3,3): x S(2,2) = {px*S[2, 2]:.6f} bohr^3")
print(f"  y S(2,-2) = {py*S[2, -2]:.6f}, bracket = {bracket:.6f} bohr^3")
print(f"  factor sqrt(5/6) = {math.sqrt(5/6):.6f} (no unit)")
first, second = 5*pz*S[2, 1], math.sqrt(3)*r2*S[1, 1]
print(f"vertical to S(3,1): 5 z S(2,1) = {first:.6f} bohr^3")
print(f"  sqrt(3) r^2 S(1,1) = {second:.6f} bohr^3")
print(f"  difference = {first-second:.6f} bohr^3")
print(f"  divisor sqrt(8) = {math.sqrt(8):.6f} (no unit)")
print(f"Laplacian of z S(2,1) = {lap_z:.6f} bohr")
print(f"Laplacian of r^2 S(1,1) = {lap_r:.6f} bohr")
print(f"coefficient sqrt(3)/5 = {b_21:.6f} (no unit)")
print(f"sphere average S(1,1)^2, f=1: {right_norm:.6f} (no unit)")
print(f"same with f=sqrt(1/2): {wrong_norm:.6f} (no unit)")
print(f"sum over m of S(3,m)^2 = {sums[3]:.6f} bohr^6")
print(f"alpha = {alpha:.1f} bohr^-2")
print(f"N_3 = {gaussian_norm(3):.8f} bohr^-4.5")
print(f"exp(-alpha r^2) = {math.exp(-alpha*r2):.8f} (no unit)")
chi = gaussian_norm(3)*S[3, 1]*math.exp(-alpha*r2)
print(f"normalized Gaussian (3,1) = {chi:.8f} bohr^-1.5")
print(f"PySCF value of the same = {library[order.index((3, 1))]:.8f} bohr^-1.5")
print(f"highest l in sphere tests = {LMAX}")
print("checks complete")
```

Running it gives:

```
point x, y, z = 1.0, 2.0, 2.0 bohr
r^2 = 9.0 bohr^2
polynomials (r2 means r^2) and values at the point:
S(1,-1) = y
   value 2.000000 bohr^1
S(1,0) = z
   value 2.000000 bohr^1
S(1,1) = x
   value 1.000000 bohr^1
S(2,-2) = sqrt(3)*x*y
   value 3.464102 bohr^2
S(2,-1) = sqrt(3)*y*z
   value 6.928203 bohr^2
S(2,0) = -r2/2 + 3*z**2/2
   value 1.500000 bohr^2
S(2,1) = sqrt(3)*x*z
   value 3.464102 bohr^2
S(2,2) = sqrt(3)*x**2/2 - sqrt(3)*y**2/2
   value -2.598076 bohr^2
S(3,-3) = 3*sqrt(10)*x**2*y/4 - sqrt(10)*y**3/4
   value -1.581139 bohr^3
S(3,-2) = sqrt(15)*x*y*z
   value 15.491933 bohr^3
S(3,-1) = -sqrt(6)*r2*y/4 + 5*sqrt(6)*y*z**2/4
   value 13.472194 bohr^3
S(3,0) = -3*r2*z/2 + 5*z**3/2
   value -7.000000 bohr^3
S(3,1) = -sqrt(6)*r2*x/4 + 5*sqrt(6)*x*z**2/4
   value 6.736097 bohr^3
S(3,2) = sqrt(15)*x**2*z/2 - sqrt(15)*y**2*z/2
   value -11.618950 bohr^3
S(3,3) = sqrt(10)*x**3/4 - 3*sqrt(10)*x*y**2/4
   value -8.696264 bohr^3
diagonal to S(3,3): x S(2,2) = -2.598076 bohr^3
  y S(2,-2) = 6.928203, bracket = -9.526279 bohr^3
  factor sqrt(5/6) = 0.912871 (no unit)
vertical to S(3,1): 5 z S(2,1) = 34.641016 bohr^3
  sqrt(3) r^2 S(1,1) = 15.588457 bohr^3
  difference = 19.052559 bohr^3
  divisor sqrt(8) = 2.828427 (no unit)
Laplacian of z S(2,1) = 3.464102 bohr
Laplacian of r^2 S(1,1) = 10.000000 bohr
coefficient sqrt(3)/5 = 0.346410 (no unit)
sphere average S(1,1)^2, f=1: 0.333333 (no unit)
same with f=sqrt(1/2): 0.166667 (no unit)
sum over m of S(3,m)^2 = 729.000000 bohr^6
alpha = 0.2 bohr^-2
N_3 = 0.03937966 bohr^-4.5
exp(-alpha r^2) = 0.16529889 (no unit)
normalized Gaussian (3,1) = 0.04384804 bohr^-1.5
PySCF value of the same = 0.04384804 bohr^-1.5
highest l in sphere tests = 5
checks complete
```
